\section*{Adiabatic cancellation and dynamic stiffening of the G mode in doped graphene}

\section{A disc of electrons in a displaced cone}

Take one conduction cone, $\varepsilon=v|\mathbf k|$, filled up to the wavevector $k_F$. A lattice distortion moves the tip of the cone by a distance $\kappa$ without changing its slope, so that
\begin{equation}
\varepsilon(\mathbf k)=v\,|\mathbf k+\kappa\hat{\mathbf y}| .
\end{equation}
How much energy does this cost the electrons in the cone?

If they stay in their lowest state, it costs nothing. The filled disc moves with the tip, and the substitution $\mathbf q=\mathbf k+\kappa\hat{\mathbf y}$ removes $\kappa$ from the energy.

A plausible argument says otherwise. The distortion mixes valence and conduction states, which lowers the valence electrons and softens the vibration. Added conduction electrons block part of this mixing, so doping should stiffen the vibration. To see what the argument leaves out, keep the disc frozen at $|\mathbf k|<k_F$ while the cone moves. With $\theta$ the angle of $\mathbf k$ from the $x$ axis,
\begin{equation}
|\mathbf k+\kappa\hat{\mathbf y}|=k+\kappa\sin\theta+\frac{\kappa^2\cos^2\theta}{2k}+\dots
\label{eq:expand}
\end{equation}
The expansion fails for $k\lesssim\kappa$, but that region has an area of order $\kappa^2$ and energies of order $v\kappa$, so it contributes only at order $\kappa^3$. Graphene has two spins and two valleys. With cell area $A_c$, the sum over states per cell is $4A_c\int d^2k/(2\pi)^2=(A_c/\pi^2)\int k\,dk\,d\theta$. The linear term averages to zero, and the quadratic term costs
\begin{equation}
\Delta E_{\rm frozen}=\frac{A_c}{\pi^2}\,v\,\frac{\kappa^2}{2}\int_0^{k_F}\!dk\int_0^{2\pi}\!\cos^2\theta\,d\theta
=\frac{A_c v k_F\kappa^2}{2\pi}.
\label{eq:frozen}
\end{equation}
This is the stiffening of the blocking argument.

Now release the disc. At its edge the energy has changed by $v\kappa\sin\theta$, so the edge moves radially by $-\kappa\sin\theta$. Filling or emptying a strip of width $\kappa|\sin\theta|$, across which the energy gain falls linearly to zero, gains $\tfrac12v\kappa^2\sin^2\theta$ per unit length of edge:
\begin{equation}
\Delta E_{\rm edge}=-\frac{A_c}{\pi^2}\,k_F\int_0^{2\pi}\tfrac12 v\kappa^2\sin^2\theta\,d\theta=-\frac{A_cvk_F\kappa^2}{2\pi}.
\end{equation}
The two terms cancel. Blocking is real, but in a static distortion the Fermi surface follows the cone and takes back the whole cost.

\section{The same cone in graphene}

It remains to show that the G mode displaces cones in this way. Let $\mathbf u$ be the displacement of one sublattice relative to the other, $a$ the bond length and $t$ the hopping, with $\beta=-d\ln t/d\ln d$ at $d=a$. The Hamiltonian has off-diagonal element $f=\sum_jt_je^{i\mathbf k\cdot\boldsymbol\delta_j}$ and energies $\pm|f|$. Take the bonds $\boldsymbol\delta_j=a\hat{\boldsymbol\delta}_j$ with
\begin{equation}
\hat{\boldsymbol\delta}_1=(0,1),\qquad \hat{\boldsymbol\delta}_{2,3}=(\mp\tfrac{\sqrt3}{2},-\tfrac12).
\end{equation}
At the zone corner $\mathbf K=(4\pi/3\sqrt3a,0)$ the phase factors are $z_1=1$ and $z_{2,3}=e^{\mp2\pi i/3}$. Hence
\begin{equation}
\sum_jz_j=0,\qquad \sum_jz_j\hat{\boldsymbol\delta}_j=\tfrac32(i,1).
\end{equation}
To first order $t_j=t(1-\beta\hat{\boldsymbol\delta}_j\cdot\mathbf u/a)$. With $\mathbf k=\mathbf K+\mathbf q$,
\begin{align}
f&\simeq ita\,\tfrac32(iq_x+q_y)-\frac{\beta t}{a}\,\tfrac32(iu_x+u_y)\nonumber\\
&=-v\left[\Big(q_x+\frac{\beta}{a^2}u_y\Big)-i\Big(q_y-\frac{\beta}{a^2}u_x\Big)\right],\qquad v=\tfrac32ta .
\end{align}
The overall minus sign is removed by reversing the sign of the orbitals on one sublattice. For $\mathbf u=-u\hat{\mathbf x}$, and writing $\mathbf k$ for $\mathbf q$ from here on,
\begin{equation}
H=v\,\boldsymbol\sigma\cdot\mathbf k+\lambda u\,\sigma_y,\qquad \lambda=\frac{3\beta t}{2a},\qquad \kappa=\frac{\lambda u}{v}=\frac{\beta u}{a^2}.
\label{eq:H}
\end{equation}
The other valley moves oppositely, because $|f(-\mathbf k)|=|f(\mathbf k)|$, and has the same energy. Twice differentiating Eq.~(\ref{eq:frozen}) with respect to $u$, with $E_F=vk_F$, gives the blocking part of the force constant:
\begin{equation}
\Delta C_{\rm block}=BE_F,\qquad B=\frac{A_c\lambda^2}{\pi v^2}.
\end{equation}

Two atoms of mass $M$ in relative motion have reduced mass $M/2$. A small change $\Delta C$ therefore obeys $(M/2)\,2\omega\,\Delta\omega=\Delta C$, or
\begin{equation}
\Delta\omega=\frac{\Delta C}{M\omega}.
\label{eq:mass}
\end{equation}
Here and below $\hbar=1$, so $\omega$ also denotes the phonon energy. In ordinary units $1/M$ becomes $\hbar^2/M$.

For numbers take round parameters in the rough range of gated graphene: $t=3$ eV, $a=1.42$ angstrom, $\beta=2.5$, $\omega=0.196$ eV and $10^{13}$ electrons per cm$^2$. The density is $n=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$, so
\begin{align}
k_F&=\sqrt{\pi n}=0.0560\ \text{angstrom}^{-1},\nonumber\\
E_F&=6.39\times0.0560=0.358\ \text{eV},\nonumber\\
B&=5.239\times1.240^2/\pi=2.563\ \text{angstrom}^{-2},\nonumber\\
\Delta C_{\rm block}&=2.563\times0.3582=0.918\ \text{eV/angstrom}^2.
\end{align}
Numerical differentiation of the frozen-disc energy gives the same 0.918. For carbon $\hbar^2/M=3.4835\times10^{-4}$ eV angstrom$^2$, so the shift per unit Fermi energy is
\begin{equation}
\alpha=\frac{B}{M\omega}=\frac{3.4835\times10^{-4}\times2.563}{0.196}=0.00456 .
\end{equation}
Blocking alone would raise the phonon energy by $\alpha E_F=0.00163$ eV. The adiabatic shift of the rigid cones is zero.

\section{The correct statement}

Assume independent electrons, isotropic linear cones displaced rigidly in proportion to $u$, a fixed lattice constant and a fixed number of carriers. Then:

\begin{enumerate}
\item The static force constant does not depend on doping, at any temperature.
\item At zero temperature, for a phonon of wavevector $q$ with $vq\ll\omega$ and an electron scattering time $\tau$ with $\omega\tau\gg1$, and with $|2E_F-\omega|$ much larger than both $vq$ and $1/\tau$, the shift from the undoped value is
\begin{equation}
\Delta\omega=\alpha S,\qquad S=E_F+\frac{\omega}{4}\ln\left|\frac{2E_F-\omega}{2E_F+\omega}\right| .
\label{eq:main}
\end{equation}
\end{enumerate}
$E_F>0$ is measured from the Dirac point. For holes replace it by $|E_F|$, since the two cones are mirror images.

\subsection{Static part}

The eigenstates of $v\boldsymbol\sigma\cdot\mathbf k$ are $|\pm\rangle=(1,\pm e^{i\theta})/\sqrt2$, with energies $\pm\varepsilon$, $\varepsilon=vk$. Since $\sigma_y(1,e^{i\theta})=(-ie^{i\theta},i)$,
\begin{equation}
\langle+|\sigma_y|+\rangle=\sin\theta,\qquad \langle-|\sigma_y|+\rangle=-\tfrac i2(e^{i\theta}+e^{-i\theta})=-i\cos\theta .
\label{eq:me}
\end{equation}
The first element tilts the energy along the Fermi surface. The second mixes the bands and produces the last term of Eq.~(\ref{eq:expand}).

Let $f(\varepsilon)$ now be the Fermi function. The grand potential $\Omega$ has $d\Omega/du=\sum f(\varepsilon_i)\varepsilon_i'$, where a prime on $\varepsilon_i$ means $d/du$. Therefore
\begin{equation}
\frac{d^2\Omega}{du^2}=\sum_i f(\varepsilon_i)\,\varepsilon_i''+\sum_i\frac{df}{d\varepsilon_i}(\varepsilon_i')^2 .
\end{equation}
The force constant at fixed particle number is the same, because the first-order change of the number at fixed chemical potential is proportional to the angular average of $\sin\theta$, which vanishes. From Eq.~(\ref{eq:expand}), $\varepsilon_\pm''=\pm\lambda^2\cos^2\theta/\varepsilon$ and $(\varepsilon_\pm')^2=\lambda^2\sin^2\theta$. Subtract the contribution of a full valence band and an empty conduction band, and count the carriers, electrons plus holes, with
\begin{equation}
h(\varepsilon)=f(\varepsilon)+1-f(-\varepsilon).
\end{equation}
Both angular integrals equal $\pi$, and $k\,dk=\varepsilon\,d\varepsilon/v^2$. The two sums become
\begin{equation}
\Delta C=B\int_0^\infty h\,d\varepsilon+B\int_0^\infty\varepsilon\frac{dh}{d\varepsilon}\,d\varepsilon=B\,[\varepsilon h]_0^\infty=0 .
\label{eq:parts}
\end{equation}
At zero temperature the terms are $BE_F$ and $-BE_F$. At 300 K and the same density, the chemical potential is 0.355 eV, and separate quadratures give $+0.35508$ and $-0.35508$ eV for the two integrals.

A static perturbation calculation must therefore contain the Fermi-surface term. If occupations are held fixed in $\mathbf k$, it returns $\alpha E_F$, which is not the adiabatic result.

\subsection{Dynamic part}

Let $u(t)=u_0\cos\omega t$, uniform in space. Such a perturbation conserves $\mathbf k$, so without scattering no electron can move along the Fermi surface. The diagonal element in Eq.~(\ref{eq:me}) changes a phase but no occupation. An electron starting in $|+\rangle$ can only acquire an amplitude $c$ in $|-\rangle$. With $m=-i\lambda\cos\theta$ and the phase of $|+\rangle$ taken out,
\begin{equation}
i\dot c=-2\varepsilon c+m\,u_0\cos\omega t .
\end{equation}
Insert $c=c_1e^{-i\omega t}+c_2e^{i\omega t}$ and compare coefficients:
\begin{equation}
c_1=\frac{mu_0}{2(2\varepsilon+\omega)},\qquad c_2=\frac{mu_0}{2(2\varepsilon-\omega)} .
\end{equation}
The oscillating part of $\langle\lambda\sigma_y\rangle$ is $2\,{\rm Re}(m^*c)$:
\begin{equation}
\delta\langle\lambda\sigma_y\rangle=\frac{|m|^2u(t)}{2\varepsilon+\omega}+\frac{|m|^2u(t)}{2\varepsilon-\omega}=\lambda^2\cos^2\theta\,\frac{4\varepsilon}{4\varepsilon^2-\omega^2}\,u(t).
\end{equation}
The force on $u$ is minus this quantity, so its coefficient adds to the force constant. The valence electron at the same $\mathbf k$ responds with the opposite sign, and the pair gives zero: this is blocking at finite frequency. Summing over the added electrons,
\begin{align}
\Delta C(\omega)&=B\int_0^{E_F}\frac{4\varepsilon^2}{4\varepsilon^2-\omega^2}\,d\varepsilon\nonumber\\
&=B\int_0^{E_F}\left[1+\frac{\omega}{2}\left(\frac1{2\varepsilon-\omega}-\frac1{2\varepsilon+\omega}\right)\right]d\varepsilon=BS .
\end{align}
The logarithm vanishes at the lower limit. The pole at $2\varepsilon=\omega$ is taken as a principal value, which is the real part of the response to a drive growing as $e^{\eta t}$ when $\eta\to0$. Equation~(\ref{eq:mass}) then gives Eq.~(\ref{eq:main}).

The growing drive allows a direct test. For finite $\eta$, put $z=\omega+i\eta$. At $\varepsilon=0$ the ratio $(2\varepsilon-z)/(2\varepsilon+z)$ starts at $-1$ and then runs through the lower half plane, so its logarithm starts at $-i\pi$ and
\begin{equation}
S(z)=E_F+\frac z4\left[\ln\frac{2E_F-z}{2E_F+z}+i\pi\right].
\end{equation}
For $\eta=0.04$ eV the real part is 0.30053 eV. Stepping the driven two-component wavefunctions through time and summing their response also gives 0.30053 eV.

\section{Size and sign of the shift}

For the example,
\begin{align}
S&=0.3582+0.049\,\ln\frac{0.520}{0.912}\simeq0.331\ \text{eV},\nonumber\\
\Delta\omega&=0.00456\times0.331=0.00151\ \text{eV}=12\ \text{cm}^{-1}.
\end{align}

For $E_F\gg\omega$ the logarithm is approximately $-\omega/E_F$, so
\begin{equation}
S\simeq E_F-\frac{\omega^2}{4E_F}.
\end{equation}
The leading term is the frozen-disc result. The phonon is slow compared with interband transitions at the Fermi level but fast compared with relaxation of the occupations. This is why omitting the Fermi-surface term from a static calculation gives 0.00163 eV, only 8\% above the dynamic value in the example.

That agreement does not last at lower doping. For $E_F\ll\omega$, expanding the logarithm in $2E_F/\omega$ gives
\begin{equation}
S\simeq E_F-E_F-\frac{4E_F^3}{3\omega^2}=-\frac{4E_F^3}{3\omega^2},
\end{equation}
a softening. The blocked transitions now lie below the phonon energy and had been pushing the mode up. At $2E_F=\omega$ the zero-temperature shift diverges logarithmically to negative values, and the first-order formula (\ref{eq:mass}) fails there. Beyond this point $S$ rises and crosses zero at $E_F=0.600\,\omega$, here $1.08\times10^{12}$ cm$^{-2}$. With all other parameters fixed, the zero-temperature shifts are:

\begin{center}
\begin{tabular}{ccc}
density (cm$^{-2}$) & $E_F$ (eV) & $\Delta\omega$ (eV)\\
$5\times10^{11}$ & 0.080 & $-0.00015$\\
$1\times10^{12}$ & 0.113 & $-0.00007$\\
$3\times10^{12}$ & 0.196 & $+0.00065$\\
$1\times10^{13}$ & 0.358 & $+0.00151$\\
$3\times10^{13}$ & 0.620 & $+0.00276$
\end{tabular}
\end{center}

\section{When the Fermi surface begins to follow}

Scattering lets the disc pursue the cone. If its displacement $s$ relaxes as $\dot s=(\kappa-s)/\tau$, a drive $\kappa\propto e^{-i\omega t}$ gives $s=\kappa/(1-i\omega\tau)$. The in-phase fraction is $1/(1+\omega^2\tau^2)$, so the restored term is
\begin{equation}
\Delta C_{\rm edge}=-\frac{BE_F}{1+\omega^2\tau^2}.
\end{equation}
For slow motion this is the static term. If $\tau$ is taken from a mobility $\mu$ through $\tau=\mu E_F/(ev^2)$, then 5000 cm$^2$/Vs gives $\hbar/\tau=0.0035$ eV, and the restored softening is $5\times10^{-7}$ eV. This $\tau$ is only an estimate, because a mobility measures the relaxation of discs displaced together, while here the two valleys are displaced oppositely. The number also covers only the motion of the disc. Scattering broadens the interband transitions as well, which can change the shift by more than this.

A finite wavevector also permits transitions near the Fermi surface. With $\phi$ the angle between $\mathbf k$ and $\mathbf q$, the occupation difference is proportional to $vq\cos\phi$ and the energy denominator is $\omega-vq\cos\phi$. Relative to $BE_F$, with $x=vq/\omega$, this term is
\begin{equation}
\left\langle2\sin^2\theta\,\frac{x\cos\phi}{1-x\cos\phi}\right\rangle\simeq2x^2\langle\sin^2\theta\cos^2\phi\rangle .
\end{equation}
To this order it lies between $x^2/4$ and $3x^2/4$, depending on the direction of $\mathbf q$. For $q$ equal to the wavevector of 5320 angstrom light, $x=0.0385$, and the upper value is $1.8\times10^{-6}$ eV. For $\omega\to0$ at fixed $q$ the same fraction tends to $-1$ and restores the static term. The order of the two limits matters.

\section{What survives adiabatically on the lattice}

On the honeycomb lattice the cones also change shape. Their circular contours become ellipses at first order in $u$, but the area inside a contour of given energy, which fixes the carrier energy at given density, changes only at second order. Let $t(d)=te^{-\beta(d/a-1)}$. At the displaced tip the three phasors $t_jz_j$ add to zero and form a triangle of area $\mathcal A$. Near the tip $f\simeq\mathbf q\cdot\mathbf g$ with $\mathbf g=i\sum_jt_jz_j\boldsymbol\delta_j$, and contours of $|f|$ are ellipses of area $\pi\varepsilon^2/J$, where
\begin{equation}
J=|{\rm Im}(g_x^*g_y)|=3\times2\mathcal A\times\tfrac{\sqrt3}{2}a^2 .
\end{equation}
Each of the three pairs of bonds contributes equally. At fixed density $n=E_F^2/(\pi J)$ the carrier energy per cell is $\frac23nA_cE_F\propto\sqrt J\propto\sqrt{\mathcal A}$.

Write $t_j=t(1+x_j)$. Heron's formula, $16\mathcal A^2=(\sum t_j^2)^2-2\sum t_j^4$, gives to second order
\begin{equation}
16\mathcal A^2/t^4=3+4\sum x_j-6\sum x_j^2 ,
\end{equation}
since $\sum x_j$ has no first-order part. With $c_j=\hat{\boldsymbol\delta}_j\cdot\hat{\mathbf u}$, the bond length is $a+c_ju+(1-c_j^2)u^2/2a$. Using $\sum c_j=0$ and $\sum c_j^2=\frac32$,
\begin{equation}
\sum x_j=\frac{3(\beta^2-\beta)u^2}{4a^2},\qquad \sum x_j^2=\frac{3\beta^2u^2}{2a^2}.
\end{equation}
Thus $\mathcal A^2\propto1-(2\beta^2+\beta)u^2/a^2$. The energy varies as its fourth root, so its second derivative is $-\frac23nA_cE_F(\beta^2+\beta/2)/a^2$. Dividing by $BE_F=A_c\beta^2E_F/(\pi a^4)$,
\begin{equation}
\frac{\Delta C_{\rm adiabatic}}{BE_F}=-\frac{2\pi}{3}na^2\left(1+\frac1{2\beta}\right)
\end{equation}
at leading order in density. This is $-0.00507$ here. Differentiating the full lattice energy at fixed carrier number gives $-0.00510$, a softening of $8\times10^{-6}$ eV. The dynamic shift on the full lattice remains 0.00151 eV.

\section{Beside real graphene}

The parameters are rough but ordinary for a gated sheet, and a G-band stiffening of roughly 10 cm$^{-1}$ near $10^{13}$ cm$^{-2}$ is the observed scale. At 300 K and this density, relative to neutral graphene at that temperature, the model shift is 0.00152 eV. At low density temperature matters much more. At $5\times10^{11}$ cm$^{-2}$ the 300 K shift is only $-0.00004$ eV, and at $10^{12}$ cm$^{-2}$ it is already positive, $+0.00002$ eV. The low-density entries of the table therefore apply only to samples that are cold and also clean enough that $1/\tau\ll|2E_F-\omega|$.

At $10^{13}$ cm$^{-2}$ a larger correction arises if the sheet is free to expand. Let a biaxial strain $\epsilon$, the relative change of length, shift the energy of each carrier by $D\epsilon$. This $D$ is twice the deformation potential defined per relative change of area. Minimizing $(C_{11}+C_{12})\epsilon^2+nD\epsilon$ gives $|\epsilon|=nD/[2(C_{11}+C_{12})]$. With an illustrative $D=20$ eV and a rough stiffness sum of 25 eV/angstrom$^2$, this is $4\times10^{-4}$. A rough Grüneisen parameter $\gamma=1.8$ turns it into a shift of size $2\gamma\omega|\epsilon|=0.00028$ eV, 19\% of the dynamic shift, with a sign set by $D$ and the carrier charge. This shift is adiabatic and lies outside the rigid-cone statement; a substrate that holds the lattice suppresses it. Electron--electron corrections to $\lambda$ and $v$ are omitted. Because $B\propto(\lambda/v)^2$, a 10\% increase of $\lambda$ alone would raise the shift by 21\%. A change of $v$ also moves $E_F$ at fixed density: dividing $v$ by 1.1 raises the shift by only 8\% in the example. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping 3.00 eV, bond 1.42 angstrom, beta 2.50
phonon energy 0.196 eV
carrier density 1.0e+13 cm^-2
cell area 5.2388 angstrom^2
cone slope v 6.390 eV angstrom
coupling lambda 7.923 eV/angstrom
cone displacement per u 1.2398 angstrom^-2
Fermi wavevector 0.05605 angstrom^-1
Fermi energy 0.3582 eV
hbar^2/M for carbon 3.4835e-04 eV angstrom^2
B, blocking term per eV 2.5633 angstrom^-2
static blocking term, formula 0.9181 eV/angstrom^2
frozen-disc curvature, numerical 0.9181 eV/angstrom^2
shift if Fermi-surface term is omitted 0.001632 eV
alpha, shift per eV of Fermi energy 0.004556 (no unit)
dynamic bracket 0.3306 eV
dynamic shift 0.001506 eV = 12.15 cm^-1
drive growth rate in time evolution 0.040 eV
bracket by time evolution 0.30053 eV
bracket by complex formula 0.30053 eV
crossover Fermi energy / phonon energy 0.5998
crossover density 1.078e+12 cm^-2
density 5e+11 cm^-2: Fermi energy 0.0801 eV, dynamic shift -0.000148 eV
density 1e+12 cm^-2: Fermi energy 0.1133 eV, dynamic shift -0.000071 eV
density 3e+12 cm^-2: Fermi energy 0.1962 eV, dynamic shift 0.000649 eV
density 3e+13 cm^-2: Fermi energy 0.6203 eV, dynamic shift 0.002755 eV
lattice static blocking term 0.91815 eV/angstrom^2
lattice Fermi-surface term -0.92284 eV/angstrom^2
lattice sum of both -0.004683 eV/angstrom^2
lattice energy derivative -0.004686 eV/angstrom^2
residue / blocking: lattice -0.00510, formula -0.00507
same at one tenth density: lattice -0.000507, formula -0.000507
lattice adiabatic shift -0.0000083 eV
lattice dynamic shift 0.001506 eV
its change on doubling the mesh 1.1e-14 eV
temperature 300 K, chemical potential 0.3551 eV
static terms / B at that temperature 0.35508, -0.35508 eV
dynamic shift at that temperature 0.001516 eV
mobility 5000 cm^2/Vs, hbar/tau 0.00346 eV
shift restored by scattering -5.10e-07 eV
laser wavelength 5320 angstrom, vq/w 0.0385
largest shift from wavevector 1.82e-06 eV
deformation potential 20 eV, C11+C12 25 eV/angstrom^2, Grueneisen 1.8
free-sheet strain 4.00e-04, size of its shift 0.000282 eV
\end{verbatim}
